# Why electron collisions relax current but not energy flux in neutral graphene

## Two electrons that lose their current

Take two electrons in the upper Dirac band of graphene. The energy is $vp$ and the velocity is $v\hat{\mathbf p}$: every electron moves at the same speed $v$, whatever its momentum. Let $v\mathbf p_1=(40,0)$ meV and $v\mathbf p_2=(0,30)$ meV. The total energy is 70 meV, and the total momentum has $vP=\sqrt{40^2+30^2}=50$ meV.

Suppose they scatter into states along the line of $\mathbf P$, one forward and one backward. Conservation requires $vp_3+vp_4=70$ meV and $vp_3-vp_4=50$ meV, so $vp_3=60$ meV and $vp_4=10$ meV. The two velocities are now opposite and equal in size. Their sum was $(1,1)v$ and has become zero, and with it the electric current.

The energy flux is the sum of energy times velocity. Before the collision it was $v(40,30)$ meV, of size $50v$ meV. Afterwards it is $(60-10)v=50v$ meV in the direction of $\mathbf P$, the same vector. The collision is allowed: its spinor overlap factors are $(1+0.8)/2=0.9$ and $(1-0.6)/2=0.2$, with product 0.18.

The current counts directions, and the collision changed them. The energy flux weights each direction with its energy, and for this band that weighted sum is the momentum.

## The band contribution

Measure energies from the Dirac point. The bands are $\varepsilon_s=svp$ with $s=\pm1$, and the velocity is $\mathbf v_s=\nabla_{\mathbf p}\varepsilon_s=sv\hat{\mathbf p}$. Since $s^2=1$,

$$\varepsilon_s\mathbf v_s=v^2\mathbf p,\qquad \mathbf J_E=v^2\mathbf P .$$

The filled lower band has zero total momentum, so subtracting it changes nothing. This $\mathbf J_E$ is the quasiparticle energy flux; the flux carried by the interaction energy itself is left out.

Linearity is sufficient here but not necessary. For any band $\varepsilon\nabla\varepsilon=\tfrac12\nabla\varepsilon^2$, so a gapped band with $\varepsilon^2=\Delta^2+v^2p^2$ also gives $v^2\mathbf p$. A parabolic band $\varepsilon=p^2/2m$ reverses the roles: its velocity $\mathbf p/m$ is protected, while its energy flux $p^2\mathbf p/2m^2$ is not. Random energy-conserving collisions of electron pairs, without Coulomb weighting, gave these rms changes relative to the rms total before the collision:

- linear band: current 0.51, energy flux zero to rounding;
- gapped band, momenta of order $\Delta/v$: current 0.32, energy flux zero to rounding;
- parabolic band: current zero to rounding, energy flux 0.32.

The zero of energy matters. A shift $\varepsilon_0$ adds $\varepsilon_0\sum\mathbf v$ to the flux, and this part relaxes. The heat current is $\mathbf J_E-\mu\mathbf J_N$, where $\mathbf J_N$ is the particle current. At neutrality $\mu=0$ from the Dirac point, so heat current and energy current coincide.

## Holes, valleys and conservation

At neutrality the current is a counterflow of electrons and holes. Let an electron have $v\mathbf p=(40,0)$ meV, and let the lower-band state of the same momentum be empty. The hole then has the opposite momentum, and the pair has zero momentum and zero energy flux. The electron contributes charge current $-ev\hat{\mathbf x}$. The hole has charge $+e$ and velocity $-v\hat{\mathbf x}$, and contributes the same. A collision can turn the pair to the $y$ axis, changing the current from $-2ev\hat{\mathbf x}$ to $-2ev\hat{\mathbf y}$. Repeated over many directions, such turns destroy the average current while $\mathbf P$ stays zero.

Crystal momentum could still be lost to the lattice by umklapp. The valleys lie at $\pm\mathbf K$, so a two-body collision changes the valley part by $m\mathbf K$ with $m=0,\pm2,\pm4$. For primitive lattice vectors $\mathbf K\cdot\mathbf a_1=4\pi/3$ and $\mathbf K\cdot\mathbf a_2=2\pi/3$, so $m\mathbf K$ is a reciprocal lattice vector only if $m$ is a multiple of 3. That leaves $m=0$, and the small momenta measured from the valleys are conserved by themselves.

Collisions that change the number of carriers have no phase space at this order. For (upper, lower) → (upper, upper), energy conservation requires $p_3+p_4=p_1-p_2$. But $p_1-p_2\le|\mathbf p_1+\mathbf p_2|\le p_3+p_4$, so equality needs all momenta collinear.

## How fast the current relaxes

From here on $k_BT=v=\hbar=1$. Write $f=f_0+f_0(1-f_0)\phi$, with $f_0$ the Fermi function. The collision term is

$$\partial_tf_1=-\sum_{234}w\,[f_1f_2(1-f_3)(1-f_4)-f_3f_4(1-f_1)(1-f_2)].$$

In equilibrium both products equal the same $F$, by energy conservation. To first order $f/(1-f)$ is multiplied by $1+\phi$, so the bracket becomes $F(\phi_1+\phi_2-\phi_3-\phi_4)$. Multiply by $\phi_1$ and sum over state 1. Exchanging the partners ($1\leftrightarrow2$, $3\leftrightarrow4$) leaves the sum unchanged; exchanging initial and final states reverses the bracket. Averaging the four forms gives

$$\sum_1\phi_1\partial_tf_1=-\tfrac14\sum_{1234}wF(\phi_1+\phi_2-\phi_3-\phi_4)^2 .$$

For a uniform current $\phi$ is a component of $s\hat{\mathbf p}$. Both components have the same rate, so we sum over them and divide by the norm

$$\chi=N\sum_s\int\frac{d^2p}{(2\pi)^2}f_0(1-f_0)=\frac N\pi\int_0^\infty f_0\,dp=\frac{N\ln2}{\pi}.$$

Here $N=4$ counts spin and valley, and $f_0(1-f_0)=-\partial_pf_0$ in the upper band was integrated by parts. The quotient $\nu$ is the initial decay rate of a current prepared in this form.

Let the first particle receive momentum $\mathbf q$ and energy $\omega$, and let $\mathbf a_1,\mathbf a_2$ be the changes of the tested quantity for the two partners. The squared bracket is

$$|\mathbf a_1+\mathbf a_2|^2=a_1^2+a_2^2+2\mathbf a_1\cdot\mathbf a_2 .$$

For momentum, $\mathbf a_1=\mathbf q$ and $\mathbf a_2=-\mathbf q$: the cross term cancels the squares, and nothing decays.

For current at neutrality the cross term averages to zero. Pair the upper-band transition $\mathbf p\to\mathbf p'=\mathbf p+\mathbf q$ with the lower-band transition $-\mathbf p'\to-\mathbf p$. Both have the same $\mathbf q$ and $\omega$. The first changes the velocity by $\hat{\mathbf p}'-\hat{\mathbf p}$, the second by $\hat{\mathbf p}-\hat{\mathbf p}'$. Their thermal weights are equal at $\mu=0$, since $f_0(-p')[1-f_0(-p)]=[1-f_0(p')]f_0(p)$. For transitions from the lower to the upper band, $\mathbf p\to\mathbf p'$ and $-\mathbf p'\to-\mathbf p$ have changes $\pm(\hat{\mathbf p}+\hat{\mathbf p}')$ and equal weights; the reverse transitions cancel in the same way. What one carrier loses is therefore not, on average, handed to its partner, and the positive squares survive.

### The rate integral

Use the golden rule with $w=2\pi V_q^2M_{13}M_{24}\,\delta(\text{energy})$, where $M$ are the squared spinor overlaps and $V_q=2\pi\alpha/q$. The coupling is $\alpha=e^2/(4\pi\epsilon_0\kappa\hbar v)$, with $\kappa$ the dielectric constant of the surroundings. Interference between direct and exchange amplitudes, which concerns pairs of equal flavour, is omitted. Including it would lower the rates found below by about 8% without screening and by about 17% with the static screening introduced later.

Define

$$A_n(q,\omega)=N\sum_{ss'}\int\frac{d^2p}{(2\pi)^2}M f_0(\varepsilon)[1-f_0(\varepsilon')]\,|\mathbf a|^n\delta(\varepsilon'-\varepsilon-\omega).$$

The two squares contribute equally, so $\tfrac14$ becomes $\tfrac12$. Detailed balance gives $A_0(q,-\omega)=e^{-\omega}A_0(q,\omega)$, and likewise for $A_2$. The integrand is then even in $\omega$, which supplies a factor 2. With $d^2q/(2\pi)^2\to q\,dq/2\pi$,

$$\nu=\frac1\chi\int_0^\infty q\,dq\,V_q^2\int_0^\infty d\omega\,e^{-\omega}A_2A_0 .$$

For $A_n$ use elliptic coordinates, $p+p'=qu$ and $p'-p=qc$. Counting both half-planes, the area element is

$$d^2p=\frac{q^2}{2}\frac{u^2-c^2}{\sqrt{(u^2-1)(1-c^2)}}\,du\,dc .$$

With $\theta$ the angle between $\mathbf p$ and $\mathbf p'$, the law of cosines and $2pp'=q^2(u^2-c^2)/2$ give

$$1+\cos\theta=\frac{2(u^2-1)}{u^2-c^2},\qquad 1-\cos\theta=\frac{2(1-c^2)}{u^2-c^2}.$$

Within a band $M=(1+\cos\theta)/2$, $|\mathbf a|^2=2(1-\cos\theta)$ and $\omega=qc<q$. The two bands contribute equally:

$$A_0=\frac{Nq}{4\pi^2\sqrt{1-c^2}}\int_1^\infty du\,\sqrt{u^2-1}\,f_0(p)[1-f_0(p')].$$

$A_2$ has the extra factor $4(1-c^2)/(u^2-c^2)$ under the integral. Between bands $M=(1-\cos\theta)/2$, $|\mathbf a|^2=2(1+\cos\theta)$ and $\omega=qu>q$:

$$A_0=\frac{Nq}{8\pi^2\sqrt{u^2-1}}\int_{-1}^1dc\,\sqrt{1-c^2}\,[1-f_0(p)][1-f_0(p')],$$

with the extra factor $4(u^2-1)/(u^2-c^2)$ in $A_2$. At $\omega=q$ the spectrum $A_0$ diverges, because all momenta are collinear there. Such collisions do not turn the velocities, and the factor in $A_2$ keeps the product finite.

Numerical integration gives $\nu=3.98\,\alpha^2k_BT/\hbar$. Sampling collisions directly from the golden-rule form gave $4.02\pm0.10$ for the same coefficient. This spread is only a rough guide, because rare, nearly collinear collisions with small $q$ give the bare sample an infinite variance. The screening introduced below removes their large weight, and the two methods then give 0.282 and 0.281. In the unscreened sample the cross term was $0.003\pm0.005$ of the total, and about a quarter of the rate came from like carriers, the rest from electron-hole collisions. With static screening the like-carrier share falls to about a sixth.

### From rate to conductivity

Let $C$ be the linearised collision operator, symmetric and non-negative, and let $X=s\hat p_x$ be the current mode. An electric field drives this mode, so $\sigma=(e^2/\hbar)\langle X|C^{-1}|X\rangle$ in thermal units. The Cauchy-Schwarz inequality gives

$$\langle X|C^{-1}|X\rangle\ge\frac{\langle X|X\rangle^2}{\langle X|C|X\rangle}=\frac{\chi}{2\nu},\qquad \sigma\ge\frac{4\ln2}{\nu}\,\frac{e^2}{h}.$$

The first equality uses $\langle X|X\rangle=\chi/2$, one component out of two; the last step uses $e^2/\hbar=2\pi e^2/h$. For exactly linear bands and an interaction that does not depend on frequency, the bound is reached: a current mode whose shape varies with $p$ would decay through collinear collisions at a logarithmically divergent rate. Frequency-dependent screening removes this divergence, and the conductivity then lies above the bound.

## The part of the current that momentum protects

Away from neutrality some current rides on the conserved momentum. With $f_e,f_h$ the electron and hole occupations, integration by parts gives

$$\langle\mathbf v\cdot\mathbf p\rangle=\frac N{2\pi}\int_0^\infty2p(f_e-f_h)\,dp=2n,$$

$$\langle\mathbf p\cdot\mathbf p\rangle=\frac N{2\pi}\int_0^\infty3p^2(f_e+f_h)\,dp=3u=2w .$$

Here $n$ is the net density, $u$ the energy density, and $w=3u/2$ the enthalpy density, since the pressure is $u/2$. The protected share is the squared projection,

$$\frac{\langle\mathbf v\cdot\mathbf p\rangle^2}{\langle\mathbf v\cdot\mathbf v\rangle\langle\mathbf p\cdot\mathbf p\rangle}=\frac{2n^2}{w\chi},$$

with $\chi=\partial n/\partial\mu$ taken at the actual density. It vanishes at $n=0$. In the opposite limit $\mu\gg k_BT$, $w=n\mu$ and $\chi=2n/\mu$, so the share tends to 1. Heavily doped graphene therefore does not lose its current to these collisions.

## What remains for heat

With $\mathbf J_E$ fixed by momentum, another process must limit heat flow. Let momentum be lost at rate $\gamma$. At neutrality a temperature gradient creates a pressure gradient $S\nabla T$, with entropy density $S=w/T$. The steady state has $\gamma\mathbf P=-S\nabla T$, hence

$$\kappa_{\rm th}=\frac{v^2w}{T\gamma}.$$

This is the electronic part only; heat carried by the lattice is not included. As $\gamma\to0$ it diverges, while the collisions keep $\sigma$ finite. Estimate the conductivity by adding rates, $\sigma\approx(e^2/\hbar)\chi/[2(\nu+\gamma)]$. The Lorenz ratio, relative to $L_0=(\pi^2/3)(k_B/e)^2$, is then

$$\frac{\kappa_{\rm th}}{\sigma TL_0}\approx\frac{6w}{\pi^2\chi}\left(1+\frac\nu\gamma\right)=2.37\left(1+\frac\nu\gamma\right),$$

where $w=9N\zeta(3)/4\pi$ in thermal units. If momentum is lost at the same rate at all energies, as assumed here, the factor 2.37 is present without electron-electron collisions; the bracket is their effect.

## Weighing the contributions at 100 K

Take $v=10^6$ m/s, $\kappa=4$, an impurity mean free path of 3 µm and a residual density of $2\times10^9$ cm⁻². These are rough, favourable values for very clean graphene encapsulated in boron nitride. Thick boron nitride has $\kappa$ nearer 5, which would lower the screened rate below by about 18%. Then $\alpha=0.547$ and $k_BT/\hbar=1.31\times10^{13}$ s⁻¹.

**Screening** is the largest correction. The bare rate is $3.98\times0.547^2=1.19$ in units of $k_BT/\hbar$. A level width this large is no longer small compared with the thermal energy, so the Boltzmann picture is not reliable there. Static thermal screening, in its long-wavelength form, replaces $q$ by $q+q_s$ in $V_q$, with $q_s=2\pi\alpha\chi$, or 3.03 thermal wave numbers. The rate falls about fourteenfold, to $0.084\,k_BT/\hbar=1.1\times10^{12}$ s⁻¹. The current lifetime is then 0.9 ps, and the conductivity bound rises from 2.3 to 33 $e^2/h$. The full static polarization grows with $q$ and would lower the rate further, to $0.070\,k_BT/\hbar$. Static screening is itself an approximation for collisions that transfer energy. Frequency-dependent screening in the random-phase approximation gives $0.13\,k_BT/\hbar$, about half above the long-wavelength value, and at this coupling strength none of these values is precise. The conservation argument does not depend on them.

**Momentum loss** comes first from impurities: $v/(3\ \mu\text{m})=3.3\times10^{11}$ s⁻¹. For acoustic phonons, thermal equipartition gives a squared matrix element $D^2k_BT/\rho c_s^2$, with deformation potential $D$, areal mass density $\rho$ and sound speed $c_s$. The density of states per flavour is $k/2\pi\hbar v$, and the angular average of $(1-\cos\theta)(1+\cos\theta)/2$ is $1/4$. The golden rule yields

$$\gamma_{\rm ph}=\frac{D^2k_BT\,k}{4\hbar^2v\rho c_s^2}.$$

At $\hbar vk=3k_BT$, with rough values $D=20$ eV and $c_s=2\times10^4$ m/s, this is $4\times10^{10}$ s⁻¹. With the screened rate $\nu/\gamma=2.9$, and the estimated Lorenz ratio is about 9 times $L_0$; frequency-dependent screening would raise it to about 13 if the current mode keeps its shape, and to about 10.5 if the shape may adjust to the collisions. The energy dependence of the momentum loss matters as much: an impurity rate varying as $1/p$ or as $p$, with the same value at $3k_BT$, would change the estimate of 9 to about 12 to 13 or to about 6 to 7.

**Residual density**, treated here as a uniform net density, protects 0.9% of the current. This part decays more slowly, so its conductivity is 3.5% of that of the relaxing part. At $5\times10^9$ cm⁻², a density also met in clean devices, it would be 22%. If $r$ is this ratio, the electrical conductivity is $1+r$ times that of the relaxing part, and the heat conductivity at zero electric current is about $1/(1+r)$ times $v^2w/T\gamma$. The relaxing part itself shrinks slightly with density, while $w$ grows. Compared with neutrality, the electrical conductivity rises by about 3% and 17% in the two cases, and the heat conductivity falls by about 3% and 15%. The Lorenz ratio therefore drops by about 5% in the first case and by about a quarter in the second.

**Trigonal warping** spoils the band identity slightly. To next order the honeycomb lattice gives $\varepsilon^2=v^2p^2[1-(pa/2\hbar)\cos3\varphi]$, with $a$ the bond length and $\varphi$ the angle between $\mathbf p$ and $\mathbf K$, for the valley at $\mathbf K$. Taking $\tfrac12\nabla$ of the correction gives a relative deviation $3pa/4\hbar$ of the energy flux, which is 0.42% at $3k_BT$.

**Exchange** with the filled band bends the dispersion. Its energy shift is $\tfrac12\int d^2k\,V_{|\mathbf k-\mathbf p|}\cos\theta_{\mathbf k}/(2\pi)^2$, with $\theta_{\mathbf k}$ measured from $\mathbf p$. For large $k$, $1/|\mathbf k-\mathbf p|\approx1/k+p\cos\theta_{\mathbf k}/k^2$, and the angular integral leaves $(\alpha p/4)\int dk/k$. Hence $\varepsilon=vp[1+(\alpha/4)\ln(p_0/p)]$, with $v$ now the ratio $\varepsilon/p$ at $p_0$. With $p_0$ at $3k_BT/v$, the part of the energy flux not proportional to momentum has about 2% of its squared norm, in this estimate with an unscreened interaction and a completely filled lower band. That part can relax; the rest stays tied to $\mathbf P$.

Real devices also depart from the model through uneven density, edges and screening. If the edges of a 3 µm channel are treated crudely as a uniform drag $v/(3\ \mu\text{m})$, the estimated Lorenz ratio drops from about 9 to about 6. Using the unscreened rate instead, outside its safe range, would raise it to about 100. Experiments on clean graphene near neutrality have reported Lorenz ratios well above $L_0$, roughly ten times or more. The model gives such a size with these inputs, but its uncertainty is too large for that agreement to fix the collision rate. The numerical output below lists the values used.

## Computed results

```
temperature 100 K, k_B T = 8.617 meV
Dirac speed 1.0e+06 m/s, dielectric constant 4.0
Coulomb coupling alpha = 0.5469
k_B T/hbar = 1.309e+13 1/s
thermal wave number = 0.01309 1/nm
electron pair: outgoing v*p = 60.0 and 10.0 meV
electron-electron: total energy 70.0 meV
  velocity sum/v before (1.000, 1.000) after (0.000, 0.000)
  energy flux/v, meV, before (40.000, 30.000) after (40.000, 30.000)
  product of spinor overlaps = 0.180
electron-hole (band states): total energy 0.0 meV
  velocity sum/v before (1.000, -1.000) after (-1.000, 1.000)
  energy flux/v, meV, before (40.000, 40.000) after (40.000, 40.000)
  product of spinor overlaps = 0.250
relative rms change per collision: current, energy flux
  linear    5.1e-01  4.4e-11
  gapped    3.2e-01  4.1e-11
  parabolic 1.9e-11  3.2e-01
valley assignments allowed: 6 of 16, none umklapp
number-changing collisions found in random trials: 0
current rate/(alpha^2 k_B T/hbar), quadrature and sampling:
  bare     3.976   4.020 +- 0.101
  screened 0.282   0.281 +- 0.000
share from like carriers (bare) = 0.268
cross term/total = 0.0032 +- 0.0051
energy-flux form/current form = 6.7e-25
screening wave number/thermal wave number = 3.033
bare: nu = 1.557e+13 1/s = 1.189 k_B T/hbar
  lifetime 0.064 ps, length v/nu 64 nm
  conductivity bound 2.33 e^2/h
screened: nu = 1.103e+12 1/s = 0.084 k_B T/hbar
  lifetime 0.907 ps, length v/nu 907 nm
  conductivity bound 32.92 e^2/h
phonon rate at 3 k_B T = 4.12e+10 1/s (D = 20 eV, sound 2e+04 m/s)
impurity rate = 3.33e+11 1/s (path 3 um)
screened nu/gamma = 2.94
Lorenz ratio/(pi^2/3 (k_B/e)^2), estimate = 9.4
same ratio without e-e collisions = 2.37
residual density 2.0e+09 cm^-2: mu/k_B T = 0.132
  protected share of current = 0.0089
  its conductivity/relaxing part = 0.035
warping of energy flux at 3 k_B T = 0.42 %
energy flux unprotected by log dispersion = 2.27 %
```
